# The EDIIS energy: Hartree–Fock exactness, minimization, and Kohn–Sham error, part 1

(Sections cited here and not found follow in the later parts.)

Q: An SCF run has left me with several density matrices $D_i$, their Fock matrices $F_i$ and their energies $E_i$. I am told that the energy of any weighted average of these densities can be had exactly from the stored quantities, with no new two-electron integrals. I doubt it, and my doubt starts early. An average of determinant densities is not the density of a determinant. What is its "energy" supposed to be?

A: It has to be defined, and the definition is the Hartree–Fock energy written as a function of the density matrix. Take real basis functions $\chi_\mu$ with overlap matrix $S$, fixed nuclei of charge $Z_Ae$ at $\mathbf R_A$, and the integrals

$$h_{\mu\nu}=\int\chi_\mu\Big[-\frac{\hbar^2}{2m_e}\nabla^2-\sum_A\frac{Z_Ae^2}{4\pi\varepsilon_0|\mathbf r-\mathbf R_A|}\Big]\chi_\nu\,d^3r,$$

$$(\mu\nu|\lambda\sigma)=\frac{e^2}{4\pi\varepsilon_0}\iint\frac{\chi_\mu(\mathbf r_1)\chi_\nu(\mathbf r_1)\chi_\lambda(\mathbf r_2)\chi_\sigma(\mathbf r_2)}{|\mathbf r_1-\mathbf r_2|}\,d^3r_1\,d^3r_2 .$$

Both are energies, density matrices are pure numbers, and so every trace below is an energy. Numbers are given in hartree, $1\,E_h=4.359745\times10^{-18}$ J.

The starting point is the energy of one determinant of orthonormal spin orbitals. The two-electron part of the expectation value is a sum over pairs of occupied spin orbitals, and each pair gives a direct term $J$ and, from the antisymmetry, a term $-K$ in which the two orbitals are exchanged. The exchanged term survives the spin integration only for equal spins. With spatial parts $\phi_p,\phi_q$,

$$E=\sum_p h_{pp}+\tfrac12\sum_{p,q}\big[J_{pq}-\delta_{\sigma_p\sigma_q}K_{pq}\big]+V_{nn},\qquad J_{pq}=(pp|qq),\quad K_{pq}=(pq|pq).$$

The term $p=q$ may be kept in the sum because $J_{pp}=K_{pp}$. For a closed shell each spatial orbital $a$ occurs with both spins. An ordered pair of spatial orbitals $a,b$ has four spin combinations, all of which give $J_{ab}$ and two of which give $K_{ab}$, so $\tfrac12(4J-2K)=2J-K$ and

$$E=2\sum_a h_{aa}+\sum_{a,b}(2J_{ab}-K_{ab})+V_{nn}.$$

Now write $\phi_a=\sum_\mu C_{\mu a}\chi_\mu$ and define the total density matrix $D_{\mu\nu}=2\sum_aC_{\mu a}C_{\nu a}$, which has $\operatorname{Tr}DS=N$. Define for any symmetric matrix $X$

$$G(X)_{\mu\nu}=\sum_{\lambda\sigma}X_{\lambda\sigma}\big[(\mu\nu|\lambda\sigma)-\tfrac12(\mu\lambda|\nu\sigma)\big].$$

Then $\operatorname{Tr}hD=2\sum_ah_{aa}$. In $\operatorname{Tr}G(D)D=\sum D_{\mu\nu}D_{\lambda\sigma}[\dots]$ each $D$ brings a factor 2 and a sum over orbitals. The first integral becomes $(aa|bb)$, and the second, in which $\mu,\nu$ belong to $a$ and $\lambda,\sigma$ to $b$, becomes $(ab|ab)$. Hence $\tfrac12\operatorname{Tr}G(D)D=\tfrac12\cdot4\sum_{ab}(J_{ab}-\tfrac12K_{ab})=\sum_{ab}(2J_{ab}-K_{ab})$, and the determinant energy is

$$E(D)=\operatorname{Tr}hD+\tfrac12\operatorname{Tr}G(D)D+V_{nn},\qquad F(D)=h+G(D).$$

The right-hand side makes sense for every symmetric matrix $D$, whether or not it comes from a determinant. That extended function is what "the energy of the average" means. Whether its value is physically meaningful away from determinants is a separate question, and it has a precise answer once the algebra is done.

Q: Granted as a definition. Now take $\tilde D=\sum_ic_iD_i$. What can be said about $E(\tilde D)$, and what must the weights satisfy?

A: Assume only $\sum_ic_i=1$. The one property of $G$ that matters is linearity, which is visible in its definition: $G(\tilde D)=\sum_ic_iG(D_i)$. A first consequence concerns the Fock matrix. Since $h=\big(\sum_ic_i\big)h$,

$$F(\tilde D)=h+\sum_ic_iG(D_i)=\sum_ic_i\big[h+G(D_i)\big]=\sum_ic_iF_i\equiv\tilde F .$$

For the energy, abbreviate $g_{ij}=\operatorname{Tr}G(D_i)D_j$. Inserting $\tilde D$ once in the linear term and twice in the quadratic one gives

$$E(\tilde D)=\sum_ic_i\operatorname{Tr}hD_i+\tfrac12\sum_{i,j}c_ic_j\,g_{ij}+V_{nn}.$$

The weighted average of the stored energies is

$$\sum_ic_iE_i=\sum_ic_i\operatorname{Tr}hD_i+\tfrac12\sum_ic_i\,g_{ii}+V_{nn},$$

where $\sum c_i=1$ has been used so that $V_{nn}$ appears once. The one-electron and nuclear terms agree, and the difference is

$$E(\tilde D)-\sum_ic_iE_i=\tfrac12\sum_{i,j}c_ic_jg_{ij}-\tfrac12\sum_ic_ig_{ii}.$$

It remains to express this through the stored matrices. Define

$$T_{ij}=\operatorname{Tr}\big[(F_i-F_j)(D_i-D_j)\big].$$

The core Hamiltonian cancels in $F_i-F_j=G(D_i)-G(D_j)$, and multiplying out the four products gives

$$T_{ij}=g_{ii}-g_{ij}-g_{ji}+g_{jj},\qquad T_{ii}=0,\quad T_{ij}=T_{ji}.$$

Multiply by $c_ic_j$ and sum over both indices, keeping $s=\sum_ic_i$ general for a moment. In the $g_{ii}$ term the sum over $j$ gives $s$, so it equals $s\sum_ic_ig_{ii}$. The $g_{jj}$ term gives the same after renaming $j$ as $i$. The $g_{ji}$ term equals the $g_{ij}$ term after exchanging the names of the two summation indices. Therefore

$$\sum_{i,j}c_ic_jT_{ij}=2s\sum_ic_ig_{ii}-2\sum_{i,j}c_ic_jg_{ij}.$$

For $s=1$, multiplying by $-\tfrac14$ gives $\tfrac12\sum c_ic_jg_{ij}-\tfrac12\sum c_ig_{ii}$, which is the difference found above. So

$$E\Big(\sum_ic_iD_i\Big)=\sum_ic_iE_i-\tfrac14\sum_{i,j}c_ic_j\operatorname{Tr}\big[(F_i-F_j)(D_i-D_j)\big].$$

This is the EDIIS energy. No term was dropped, so it is an identity for the Hartree–Fock functional. Call the right-hand side $E^{\rm EDIIS}(c)$.

Q: The prefactor worries me. I could as easily have written $\tfrac12$, and I would like to know which factor goes with which convention.

A: Two independent choices move it by a factor 2. The first is the range of the sum. Each unordered pair occurs twice in $\sum_{i,j}$ and the diagonal vanishes, so

$$\tfrac14\sum_{i,j}c_ic_jT_{ij}=\tfrac12\sum_{i<j}c_ic_jT_{ij}.$$

The second is the normalization of the density. With the one-spin matrix $P=D/2$ and the same Fock matrices, $T_{ij}=2\operatorname{Tr}[(F_i-F_j)(P_i-P_j)]$, and the unrestricted double sum then carries $\tfrac12$.

For unrestricted Hartree–Fock, write $J(X)_{\mu\nu}=\sum X_{\lambda\sigma}(\mu\nu|\lambda\sigma)$ and $K(X)_{\mu\nu}=\sum X_{\lambda\sigma}(\mu\lambda|\nu\sigma)$. With $D^\sigma=\sum_{a\in\sigma}C_aC_a^{\mathsf T}$, the spin-orbital energy above reads

$$E=\sum_\sigma\operatorname{Tr}hD^\sigma+\tfrac12\sum_\sigma\operatorname{Tr}G^\sigma D^\sigma+V_{nn},\qquad G^\sigma=J(D^\alpha+D^\beta)-K(D^\sigma),$$

because the Coulomb term couples all pairs and the exchange term only equal spins. Regard the pair $(D^\alpha,D^\beta)$ as one object and $\sum_\sigma\operatorname{Tr}$ as its trace. The map to $(G^\alpha,G^\beta)$ is linear, the energy has the same form as before, and every line of the derivation repeats. The factor is $\tfrac14$ with $T_{ij}=\sum_\sigma\operatorname{Tr}[(F_i^\sigma-F_j^\sigma)(D_i^\sigma-D_j^\sigma)]$. As a check, put $D^\alpha=D^\beta=D/2$. Then $G^\sigma=J(D)-\tfrac12K(D)=G(D)$, and the two spins contribute $2\times\tfrac12\operatorname{Tr}\Delta F\,\Delta D$, which is the closed-shell $T_{ij}$.

Q: I expected to see idempotency, positive weights and the permutational symmetry of the integrals. You used none of them. Did they slip in unnoticed?

A: They did not. The step that might seem to need $g_{ij}=g_{ji}$ was done by renaming dummy indices, which works because $c_ic_j$ is symmetric and $T_{ij}$ contains both $g_{ij}$ and $g_{ji}$. No product $D_iSD_i$ was formed and no sign of any $c_i$ was invoked. The identity holds on the whole affine plane through the $D_i$, and "convex combination" in the usual statement is a condition for a different purpose.

The numerical check, with its output, tests these claims separately. It takes $F_i$ and $E_i$ from a standard SCF code and computes $E(\tilde D)$ by explicit sums over the integrals. It asserts agreement for the weights $(-0.5,\,1.5,\,0)$, for four random symmetric UHF matrix pairs that are neither idempotent nor normalized and carry random weights summing to one, and for a toy quadratic function built on a random non-symmetric linear map.

The normalization, in contrast, is needed. For $s\ne1$ the average $\sum c_iE_i$ contains $sV_{nn}$, and the general-$s$ sum above gives

$$E^{\rm EDIIS}=\sum c_i\operatorname{Tr}hD_i+\tfrac12\sum c_ig_{ii}+sV_{nn}-\tfrac12s\sum c_ig_{ii}+\tfrac12\sum c_ic_jg_{ij}.$$

Subtracting $E(\tilde D)$ leaves

$$E^{\rm EDIIS}-E(\tilde D)=(1-s)\Big[\tfrac12\sum_ic_ig_{ii}-V_{nn}\Big].$$

This too is asserted. In the water example below, weights $(0.5,\,0.3,\,0.4)$ with $s=1.2$ miss the true value by $-9.207893\,E_h$.

Q: Let me see the identity at work on something real, with the arithmetic.

A: Take water at the RHF/6-31G level, 13 basis functions and 10 electrons, at a chosen geometry of 96 pm and 104.5°, for which $V_{nn}=9.168193\,E_h$. By the aufbau density of a matrix $F$ I mean $2C_{\rm occ}C_{\rm occ}^{\mathsf T}$ built from the $N/2$ lowest solutions of $FC=SC\varepsilon$. Let $D_1$ be the aufbau density of $h$ (the core guess), $D_2$ that of $F_1$ and $D_3$ that of $F_2$. These are plain Roothaan iterates, far from convergence. Six decimals are kept because an algebraic identity within the model is being checked. They say nothing about the accuracy of RHF/6-31G for the real molecule. The stored data are

$$E_1=-69.620157,\quad E_2=-70.827563,\quad E_3=-73.648633\ E_h,$$

$$T_{12}=17.112507,\quad T_{13}=-0.059868,\quad T_{23}=11.889725\ E_h .$$

The program asserts that $E_1$ also equals the orbital sum $2\sum h_{aa}+\sum(2J-K)+V_{nn}$, which ties the functional to the determinant energy. For $c=(0.5,\,0.3,\,0.2)$,

$$\sum c_iE_i=-34.810079-21.248269-14.729727=-70.788074\ E_h$$

up to rounding in the last place, and the pair term is

$$\tfrac12\big[0.15\times17.112507+0.10\times(-0.059868)+0.06\times11.889725\big]=\tfrac12\big[2.566876-0.005987+0.713384\big]=1.637136\ E_h .$$

The formula gives $-70.788074-1.637136=-72.425210\,E_h$, printed with more digits as $-72.42521031\,E_h=-3.157554\times10^{-16}$ J. The explicit integral sum for $E(\tilde D)$ gives $-72.42521031\,E_h$. Agreement to $10^{-9}\,E_h$ is asserted, and so is $\tilde F=F(\tilde D)$ element by element.

Q: Here is a physical objection. If I prepare the molecule in determinant $i$ with probability $c_i$, its density matrix is $\tilde D$ and its energy is $\sum c_iE_i$, with no pair term. Your formula gives something 1.6 hartree lower for the same density matrix. Which one is the energy?

A: Both are expectation values of the Hamiltonian, in two different states that share one one-particle density matrix. The ensemble you describe has energy $\sum c_iE_i$, since expectation values are linear in the statistical weights. Its pair density is the average of the pair densities of the determinants, which gives $\tfrac12\sum c_ig_{ii}$. The functional $E(\tilde D)$ builds its pair density as an antisymmetrized product of $\tilde D$ with itself, which gives $\tfrac12\sum c_ic_jg_{ij}$. The pair term is the difference between the average of a product and the product of averages.

The state to which $E(\tilde D)$ belongs can be written down. Diagonalize the density into orthonormal natural spin orbitals $p$ with occupations $n_p$, and suppose $0\le n_p\le1$. In that basis the functional is

$$E=\sum_pn_ph_{pp}+\tfrac12\sum_{p,q}n_pn_q\big[J_{pq}-\delta_{\sigma_p\sigma_q}K_{pq}\big]+V_{nn},$$

by the same substitution as before with a weight $n_p$ on each orbital. Consider the ensemble of all determinants built from these orbitals in which each orbital is occupied independently with probability $n_p$. The probability that two different orbitals are both occupied is $n_pn_q$. For $p=q$ it would be $n_p$ and not $n_p^2$, but that term multiplies $J_{pp}-K_{pp}=0$. Averaging the determinant energy over this ensemble therefore gives exactly the expression above. The price is that the electron number fluctuates and equals $N$ only on average. So $E(\tilde D)$ is a mean-field energy with uncorrelated fractional occupations. It is not the energy of an $N$-electron determinant, and "exact for Hartree–Fock" means exact for this functional.

Q: You supposed $0\le n_p\le1$. Is that where the positive weights come in?

A: Yes. The occupations of a closed-shell matrix $D$ are the eigenvalues of $M=S^{1/2}DS^{1/2}$, its form in an orthonormal basis. For a determinant, $M=2UU^{\mathsf T}$ with $U=S^{1/2}C_{\rm occ}$ and $U^{\mathsf T}U=C_{\rm occ}^{\mathsf T}SC_{\rm occ}=1$, so $M$ is twice a projector and $0\le v^{\mathsf T}M_iv\le2$ for any unit vector $v$. For the mixture, $v^{\mathsf T}\tilde Mv=\sum c_i\,v^{\mathsf T}M_iv$. If all $c_i\ge0$ this is an average of numbers in $[0,2]$ and lies in $[0,2]$. Choosing $v$ as an eigenvector shows that every eigenvalue does. The trace is $\sum c_iN=N$. Call $\mathcal K$ the set of symmetric $D$ with occupations in $[0,2]$ and trace $N$. The argument used only the bounds on each $M_i$, so it also shows that $\mathcal K$ is convex.

For $c=(0.5,\,0.3,\,0.2)$ the occupations are 2.000, 1.865, 1.716, 1.401, 1.384, 0.603, 0.585, 0.280, 0.132, 0.016, 0.016, 0.001, 0.000. The matrix is far from idempotent and inside the bounds, which are asserted.

With $c=(-0.5,\,1.5,\,0)$ the same quotient is $-0.5\,v^{\mathsf T}M_1v+1.5\,v^{\mathsf T}M_2v$, which can only be confined to $[-1,3]$. The output shows the range from $-1.0000$ to $3.0000$, so both limits are reached to four decimals. The value $-1$ requires $v^{\mathsf T}M_1v=2$ and $v^{\mathsf T}M_2v=0$, an orbital occupied in $D_1$ and orthogonal to the whole occupied space of $D_2$, and the value 3 requires the converse. My conjecture, which the program does not test, is that the two determinants distribute their five orbitals differently over the symmetry species of the molecule, which would force such orthogonality. The identity is still true at these weights, but it returns the value of a polynomial at a matrix that violates the Pauli principle.

The EDIIS formula is an exact identity for the Hartree–Fock functional whenever the weights sum to one, and non-negative weights keep the occupations within the Pauli bounds. Still to be treated are the sign of the pair term, the minimization and its descent property, an actual run, and the error in Kohn–Sham calculations.
